# Re-ignition delay of a pulsed plasma and its dependence on off time

## Problem

A plasma is sustained by radio-frequency power that is switched on and off periodically. At the moment of turn-off the electron density is $n_{\rm on}$. While the power is off, for a time $t_{\rm off}$, the density decays exponentially with time constant $\tau_d$. When the power returns, the density grows exponentially with time constant $\tau_g$, where $1/\tau_g$ is the ionization frequency minus the loss frequency and is positive. The plasma counts as re-ignited when its density reaches $n_{\rm th}=f\,n_{\rm on}$, with $0<f<1$. The re-ignition delay $t_d$ is measured from turn-on; it is zero if the density is still above $n_{\rm th}$ at that moment.

Both time constants are taken to be independent of density and of $t_{\rm off}$.

**(a)** Find $t_d$ as a function of $t_{\rm off}$, and show that it increases linearly once the off time is long enough. How long is that?

**(b)** Evaluate the delay for off times of 400, 600, 800, 1000 and 1200 µs, with $n_{\rm on}=10^{11}\ \mathrm{cm^{-3}}$, $\tau_d=200$ µs, $\tau_g=10$ µs and $f=0.1$.

**(c)** Part (a) assumes that every on-phase restores the density $n_{\rm on}$. Let the growth saturate as $dx/dt=x(1-x)/\tau_g$, with $x=n/n_{\rm on}$. How long must the on-time $t_{\rm on}$ be?

**(d)** Suppose that a constant source $S$ (electrons per volume and time) persists in the afterglow. What becomes of the linear law? In argon, collisions between metastable atoms provide such a source, $S=k\,n_m^2$. Take the rough value $k=6\times10^{-10}\ \mathrm{cm^3/s}$ and metastable densities $n_m$ of $3\times10^{10}$ and $10^{11}\ \mathrm{cm^{-3}}$.

**(e)** How is the delay changed by each of the following?

- The electrons cool from $T_{\rm on}=2.39$ eV to $T_{\rm ag}=0.20$ eV as $T=T_{\rm ag}+(T_{\rm on}-T_{\rm ag})e^{-t/\tau_T}$, with $\tau_T=20$ µs, and the loss frequency is proportional to $\sqrt{T}$, reaching $1/\tau_d$ at $T_{\rm ag}$.
- The growth rate needs time to build up at turn-on: it is $(1-e^{-t/\tau_h})/\tau_g$, with $\tau_h=2$ µs.
- The growth saturates as in (c).

## Solution

### (a) The delay

During the off-phase $dn/dt=-n/\tau_d$, so the density left at turn-on is

$$n_{\rm res}=n_{\rm on}\,e^{-t_{\rm off}/\tau_d}.$$

Now count time from turn-on. The equation $dn/dt=n/\tau_g$ with this starting value gives

$$n(t)=n_{\rm on}\,e^{-t_{\rm off}/\tau_d}\,e^{t/\tau_g}.$$

Setting $n(t_d)=f\,n_{\rm on}$, cancelling $n_{\rm on}$ and taking the logarithm gives

$$\ln f=-\frac{t_{\rm off}}{\tau_d}+\frac{t_d}{\tau_g}.$$

Since $\ln f=-\ln(1/f)$, this becomes

$$t_d=\tau_g\left[\frac{t_{\rm off}}{\tau_d}-\ln\frac1f\right]=\frac{\tau_g}{\tau_d}\,(t_{\rm off}-t_0),\qquad t_0=\tau_d\ln\frac1f .$$

The bracket is negative for $t_{\rm off}<t_0$. The density has then not yet fallen to the threshold, and $t_d=0$. For $t_{\rm off}\ge t_0$ the delay is a straight line with slope

$$\frac{dt_d}{dt_{\rm off}}=\frac{\tau_g}{\tau_d}.$$

The line does not pass through the origin, so doubling the off time more than doubles a nonzero delay.

The linearity arises because decay subtracts from $\ln n$ at a constant rate and growth adds to it at a constant rate. Each additional $\tau_d$ of off time lowers $\ln n$ by one, and recovering that costs one additional $\tau_g$. The choice of threshold affects $t_0$ but not the slope.

The need for a constant growth rate can be made precise. If the rate were a function $\gamma(n)$, the delay would be

$$t_d=\int_{n_{\rm res}}^{n_{\rm th}}\frac{dn}{n\,\gamma(n)} .$$

Differentiating with respect to the lower limit, and using $d\ln n_{\rm res}/dt_{\rm off}=-1/\tau_d$, gives a slope $1/[\gamma(n_{\rm res})\,\tau_d]$. Slower growth at low density would bend the curve upward, and faster growth would bend it downward.

### (b) Numbers

With $\ln(1/0.1)=2.3026$,

$$t_0=200\ \text{µs}\times2.3026=460.5\ \text{µs},\qquad \frac{\tau_g}{\tau_d}=\frac{10}{200}=0.050 .$$

The delay thus grows by 50 µs per millisecond of off time. For 1000 µs,

$$n_{\rm res}=10^{11}e^{-5}=6.7\times10^{8}\ \mathrm{cm^{-3}},\qquad t_d=0.050\,(1000-460.5)=27.0\ \text{µs}.$$

| $t_{\rm off}$ (µs) | $n_{\rm res}$ (cm⁻³) | $t_d$ (µs) |
|---|---|---|
| 400 | $1.35\times10^{10}$ | 0 |
| 600 | $4.98\times10^{9}$ | 7.0 |
| 800 | $1.83\times10^{9}$ | 17.0 |
| 1000 | $6.74\times10^{8}$ | 27.0 |
| 1200 | $2.48\times10^{8}$ | 37.0 |

At 400 µs the residual density exceeds the threshold of $10^{10}\ \mathrm{cm^{-3}}$. From 600 µs onward, equal steps of 200 µs add equal delays of 10 µs.

### (c) The on-time needed

For the saturating law,

$$\frac{d}{dt}\ln\frac{x}{1-x}=\frac{1}{x(1-x)}\frac{dx}{dt}=\frac1{\tau_g},$$

so $x/(1-x)$ grows by the factor $e^g$ during the on-phase, where $g=t_{\rm on}/\tau_g$. Let $a=t_{\rm off}/\tau_d$, and let $x$ be the density ratio at turn-off in a repeating cycle. The next on-phase starts from $xe^{-a}$ and must end at $x$:

$$\frac{x}{1-x}=e^g\,\frac{xe^{-a}}{1-xe^{-a}} .$$

For $x\ne0$, divide by $x$ and multiply out:

$$1-xe^{-a}=e^{g-a}(1-x)\quad\Rightarrow\quad x\left(e^{g-a}-e^{-a}\right)=e^{g-a}-1 .$$

Dividing by $e^{g-a}$ gives

$$x=\frac{1-e^{a-g}}{1-e^{-g}} .$$

This is positive if $g>a$, that is, if

$$t_{\rm on}>\frac{\tau_g}{\tau_d}\,t_{\rm off}.$$

If $g<a$, the density shrinks in every cycle by at least the factor $e^{g-a}$, because saturating growth is never faster than exponential growth, and the discharge dies out.

For $t_{\rm off}=1000$ µs, $a=5$ and the limit is $t_{\rm on}=50$ µs. An on-time of 40 µs is too short. With 60 µs the discharge survives, but $x=(1-e^{-1})/(1-e^{-6})=0.634$. With 200 µs, $x=1$ to the accuracy of interest. Restoring $n_{\rm on}$ therefore requires $g-a\gg1$: the on-time must exceed the limit by several $\tau_g$. Otherwise the turn-off density itself depends on $t_{\rm off}$, and the delay is no longer linear. These values assume no afterglow source and neither the cooling nor the heating lag of (e). With those two effects the limit rises by $3.3+2$ µs to about 55 µs, and an on-time of 60 µs gives $x=0.375$.

### (d) A source in the afterglow

The equation $dn/dt=-n/\tau_d+S$ has the stationary value $S\tau_d$, and the difference from it decays exponentially:

$$n_{\rm res}=(n_{\rm on}-S\tau_d)\,e^{-t_{\rm off}/\tau_d}+S\tau_d .$$

The source is neglected during the short growth phase. Including it would replace $n$ by $n+S\tau_g$ in the exponential growth law. As $n_{\rm res}\ge S\tau_d$ here, this shortens the delay by at most $\tau_g\ln(1+\tau_g/\tau_d)=0.5$ µs.

While there is a delay, $t_d=\tau_g\ln(n_{\rm th}/n_{\rm res})$. Its slope follows from the rate equation:

$$\frac{dt_d}{dt_{\rm off}}=-\frac{\tau_g}{n_{\rm res}}\frac{dn_{\rm res}}{dt_{\rm off}}=\frac{\tau_g}{\tau_d}\left(1-\frac{S\tau_d}{n_{\rm res}}\right).$$

The law is nearly linear while $n_{\rm res}\gg S\tau_d$. It bends near the off time at which the source-free density would equal the floor,

$$t_{\rm bend}=\tau_d\ln\frac{n_{\rm on}}{S\tau_d},$$

and for $S\tau_d<n_{\rm th}$ it levels off at $\tau_g\ln[n_{\rm th}/(S\tau_d)]$.

For $n_m=3\times10^{10}\ \mathrm{cm^{-3}}$,

$$S\tau_d=6\times10^{-10}\times(3\times10^{10})^2\times2\times10^{-4}=1.08\times10^{8}\ \mathrm{cm^{-3}} .$$

The bend is near 1370 µs and the plateau is 45 µs. At $t_{\rm off}=1000$ µs the delay is 25.5 µs instead of 27.0 µs, a modest change.

For $n_m=10^{11}\ \mathrm{cm^{-3}}$ the floor is $1.2\times10^{9}\ \mathrm{cm^{-3}}$, the bend moves to 885 µs and the plateau drops to 21 µs. The delay at 1000 µs is 16.8 µs, so the linear law fails within the range of the table. Holding $n_m$ constant overstates the source late in the afterglow, since metastables are also lost, and the plateau depends on this assumption. If the higher metastable density decayed with a time constant of 1 ms, for example, the delay at 1000 µs would be 23.7 µs, and at longer off times it would keep rising instead of levelling off. The source then decays with a time constant of 0.5 ms, and the slope falls from 0.041 at 1000 µs to 0.023 at 2000 µs, tending to $\tau_g/(500\ \text{µs})=0.02$.

### (e) Cooling, heating lag and saturation

**Cooling.** Let $s=\sqrt{T_{\rm on}/T_{\rm ag}}$. The loss frequency exceeds $1/\tau_d$ at first, and the extra reduction of $\ln n$ is

$$\Delta=\frac{\tau_T}{\tau_d}\int_0^\infty\left[\sqrt{1+(s^2-1)e^{-y}}-1\right]dy,\qquad y=\frac{t}{\tau_T}.$$

The upper limit may be infinite because $t_{\rm off}\gg\tau_T$. Call the square root $u$. Then $2u\,du=-(u^2-1)\,dy$, and $u$ runs from $s$ down to 1:

$$\Delta=\frac{\tau_T}{\tau_d}\int_1^s\frac{2u(u-1)}{u^2-1}\,du=\frac{\tau_T}{\tau_d}\int_1^s\frac{2u}{u+1}\,du=\frac{\tau_T}{\tau_d}\left[2(s-1)-2\ln\frac{1+s}{2}\right].$$

Here $s=3.46$ and the bracket is 3.3. The added delay is $\tau_g\Delta=10\times0.1\times3.3=3.3$ µs. It does not depend on $t_{\rm off}$, so the line is displaced and its slope is unchanged.

**Heating lag.** Integrating the growth rate up to the threshold gives

$$\frac1{\tau_g}\left[t-\tau_h\left(1-e^{-t/\tau_h}\right)\right]=\ln\frac{n_{\rm th}}{n_{\rm res}} .$$

For delays much longer than $\tau_h$ the exponential vanishes, and the delay increases by $\tau_h=2$ µs, again without a change of slope. Here $\tau_h$ describes the growth rate, not the electron temperature. If the temperature itself rose from 0.20 eV to the growth value of 3.16 eV with a time constant of 2 µs, ionization would lag further behind, and the argon rates used below would give an added delay of about 5.7 µs.

**Saturation.** With $x_r=n_{\rm res}/n_{\rm on}$, the result of (c) gives

$$t_d=\tau_g\ln\frac{f(1-x_r)}{x_r(1-f)}=\tau_g\ln\frac{f}{x_r}+\tau_g\ln\frac{1-x_r}{1-f}.$$

The last term is the added delay: 0.5 µs at $t_{\rm off}=600$ µs and 1.0 µs at 1000 µs. It becomes constant for $x_r\ll1$. It diverges as $f\to1$, which is why purely exponential growth suits a threshold well below $n_{\rm on}$.

**All together.** With these three effects and the lower metastable density, numerical integration gives delays of 12.7, 22.4, 31.3 and 38.6 µs for off times of 600, 800, 1000 and 1200 µs. The source is again neglected during growth; including it would shorten these delays by at most about 0.2 µs. The simple formula is too low by 5.7 µs at 600 µs, nearly half of the corrected delay, but by 1.6 µs at 1200 µs. The successive slopes are 0.0487, 0.0443 and 0.0365. They fall mainly because $S\tau_d/n_{\rm res}$ rises, as the slope formula in (d) requires; a smaller part of the fall comes from the saturation term, which still grows slightly at the shorter off times and then becomes constant. For these parameters, linearity is good at the shorter off times and approximate at the longer ones.

### Comparison with a real discharge

The parameters are rough values for an inductively coupled argon discharge of the kind used in etching, here at 20 mTorr and 300 K. An approximate argon ionization rate, combined with the $\sqrt T$ loss law, gives $1.20\times10^{5}\ \mathrm{s^{-1}}$ for ionization and $1.99\times10^{4}\ \mathrm{s^{-1}}$ for loss at an electron temperature of 3.16 eV. This temperature was chosen to make the difference equal to $1/\tau_g$, so the agreement is not an independent check of $\tau_g$. It lies above the steady 2.39 eV, since ionization must exceed loss for the density to grow.

The least secure assumption is a fixed $\tau_g$. In the same estimate, a growth temperature higher by 0.1 eV lowers the slope from 0.050 to 0.040, a change of 20%. A real inductive source may start in a weakly heated capacitive mode, and its matching network may respond to the density; either makes $\gamma$ depend on $n$, with the consequences found in (a). Neither is modelled here, nor is the detailed electron energy distribution. Electronegative etch gases add electron attachment, so these time constants should not be carried over to them.

The $\sqrt T$ loss law is also approximate. It describes losses that scale with the ion sound speed, whereas at 20 mTorr the ion mean free path is only about 0.15 cm and collisions slow the ions on their way to the wall. In the late afterglow the loss then varies more strongly with temperature. In the limit of diffusion with a fixed ion mobility it is proportional to the sum of the electron and gas temperatures, and the delay added by cooling would be 9.7 µs instead of 3.3 µs if $T_{\rm on}$ is kept at 2.39 eV, or 11.8 µs if $T_{\rm on}$ is rebalanced against this loss law, which gives 2.87 eV. A fixed mobility requires the ratio of mean free path to chamber size, about 0.03 for 5 cm, to lie below the ratio of ion to electron temperature. That holds at 0.2 eV but not at 2.4 eV, so these figures are upper estimates. The size of that shift, and with it the corrected delays in (e), therefore depends on the loss model.

Other assumptions are safer in this example. The Debye length after 1000 µs is 0.013 cm, far below reactor dimensions of several centimetres, so the residual plasma is still quasineutral. At the threshold the collisionless skin depth is 5.3 cm, and it is larger at lower density, so screening of the heating field is not strong during the growth. Three-body recombination at $n_{\rm on}$ and 0.2 eV proceeds at about $0.1\ \mathrm{s^{-1}}$, negligible beside the decay rate of $5000\ \mathrm{s^{-1}}$. This relies on the electrons staying near 0.2 eV, because the recombination rate varies as $T^{-9/2}$ and rises steeply if they cool further. The numerical output lists the values used here.

## Computed results

```
density at turn-off n_on = 1.0e+11 cm^-3
threshold fraction f = 0.10, n_th = 1.0e+10 cm^-3
decay time = 200 us, growth time = 10 us
ln(1/f) = 2.3026
off time where delay begins t_0 = 460.5 us
slope = 0.0500 us/us = 50.0 us per ms
t_off 400 us: n_res 1.353e+10 cm^-3, delay 0.00 us
t_off 600 us: n_res 4.979e+09 cm^-3, delay 6.97 us
t_off 800 us: n_res 1.832e+09 cm^-3, delay 16.97 us
t_off 1000 us: n_res 6.738e+08 cm^-3, delay 26.97 us
t_off 1200 us: n_res 2.479e+08 cm^-3, delay 36.97 us
argon: 20 mTorr, 300 K, gas density 6.44e+14 cm^-3
Te: steady on 2.39, growth 3.16, late afterglow 0.20 eV
growth phase: ionization 1.20e+05 1/s, loss 1.99e+04 1/s
slope if growth Te is 0.1 eV higher = 0.0402 us/us
cooling time 20 us: added delay 3.32 us
heating lag 2 us: added delay 2.00 us
saturation: added delay 0.54 us at 600 us, 0.99 us at 1000 us
metastable pair ionization coefficient 6.0e-10 cm^3/s
metastables 3e+10 cm^-3: floor 1.08e+08 cm^-3, bend at 1366 us
  delay at t_off 1000 us 25.50 us, plateau 45.28 us
metastables 1e+11 cm^-3: floor 1.20e+09 cm^-3, bend at 885 us
  delay at t_off 1000 us 16.79 us, plateau 21.20 us
pulse train, t_off 1000 us, t_on 40 us: n/n_on at turn-off 1.652e-18
pulse train, t_off 1000 us, t_on 60 us: n/n_on at turn-off 0.6337
pulse train, t_off 1000 us, t_on 200 us: n/n_on at turn-off 1
corrections together, t_off 600 us: delay 12.68 us
corrections together, t_off 800 us: delay 22.43 us
corrections together, t_off 1000 us: delay 31.28 us
corrections together, t_off 1200 us: delay 38.58 us
corrected slopes between these off times = 0.0487, 0.0443, 0.0365 us/us
Debye length at t_off 1000 us = 0.0128 cm
collisionless skin depth at threshold = 5.31 cm
three-body recombination at n_on, 0.2 eV = 0.12 1/s; decay rate 5000 1/s
```
